# Photodetachment of an s Electron from a Zero-Range Potential

An electron of mass \(m\) and charge \(-e\) is bound to a heavy neutral core. The core's attraction has a range much shorter than the size of the bound orbital, so it is replaced by a zero-range potential at the origin. This potential acts through a boundary condition on the s-wave part of the wave function,

\[
\lim_{r\to0}\frac{(r\psi)'}{r\psi}=-\kappa ,\qquad \kappa>0,
\]

and the electron is free everywhere else. The binding energy is \(B=\hbar^2\kappa^2/2m\). Weak, linearly polarised light of angular frequency \(\omega\) and photon energy \(E=\hbar\omega>B\) ejects the electron with wave vector \(\mathbf k\), where \(\hbar^2k^2/2m=E-B\). Use the electric-dipole approximation, ignore spin, and treat the core as fixed and without internal structure. The fine-structure constant is \(\alpha=e^2/(4\pi\varepsilon_0\hbar c)\).

## (a) The two states

**Find the normalised bound state. Explain why the dipole matrix element may be calculated with a plane wave as the final state.**

**Answer.** For an s state put \(u=r\psi\). Away from the origin the Schrödinger equation at energy \(-B\) is \(u''=\kappa^2u\). The solution that decays at large \(r\) is \(u=Ae^{-\kappa r}\), and it satisfies the boundary condition. Normalisation requires

\[
4\pi A^2\int_0^\infty e^{-2\kappa r}\,dr=\frac{2\pi A^2}{\kappa}=1 ,
\]

so that

\[
\psi(r)=A\,\frac{e^{-\kappa r}}{r},\qquad A=\sqrt{\frac{\kappa}{2\pi}} .
\]

The operator \(\mathbf r\) is a vector, so from an s state it leads to p waves. Near the origin a p wave behaves either as \(r\) or as \(1/r^2\). The second form is excluded because \(\int_0 r^{-4}\,r^2dr\) diverges. The p wave must therefore be the regular free solution, whatever the value of \(\kappa\).

The true final state is a plane wave plus a scattered s wave. The scattered part gives no dipole element with \(\psi\), by parity, and the p part is that of the plane wave. Replacing the final state by \(e^{i\mathbf k\cdot\mathbf r}\) is thus no further approximation within this model.

## (b) The dipole matrix element

**Calculate \(\mathbf M=\int e^{-i\mathbf k\cdot\mathbf r}\,\mathbf r\,\psi\,d^3r\), and show that the momentum operator leads to the same transition strength.**

**Answer.** First take the Fourier transform of \(\psi\). The angular average of \(e^{-i\mathbf k\cdot\mathbf r}\) is \(\sin(kr)/(kr)\), hence

\[
\tilde\psi(k)=4\pi A\int_0^\infty \frac{\sin kr}{kr}\,\frac{e^{-\kappa r}}{r}\,r^2dr
=\frac{4\pi A}{k}\int_0^\infty e^{-\kappa r}\sin kr\,dr
=\frac{4\pi A}{k^2+\kappa^2}.
\]

Since \(i\nabla_{\mathbf k}e^{-i\mathbf k\cdot\mathbf r}=\mathbf r\,e^{-i\mathbf k\cdot\mathbf r}\),

\[
\mathbf M=i\nabla_{\mathbf k}\tilde\psi=-\,\frac{8\pi i A\,\mathbf k}{(k^2+\kappa^2)^2}.
\]

For the momentum operator, integration by parts gives \(\hbar\mathbf k\,\tilde\psi\). The commutator \([H,\mathbf r]=-i\hbar\mathbf p/m\) means \(\mathbf p=(im/\hbar)[H,\mathbf r]\). Between the bound state and a p wave of energy \(E-B\), the commutator supplies the energy difference \((E-B)-(-B)=E\). The momentum element should therefore be

\[
\frac{imE}{\hbar}\mathbf M=\frac{i\hbar}{2}(k^2+\kappa^2)\,\frac{-8\pi iA\,\mathbf k}{(k^2+\kappa^2)^2}
=\hbar\mathbf k\,\frac{4\pi A}{k^2+\kappa^2}=\hbar\mathbf k\,\tilde\psi ,
\]

where \(mE=\hbar^2(k^2+\kappa^2)/2\) was used. The two forms agree.

## (c) The cross section

**Derive the differential and total cross sections.**

**Answer.** Let the electric field be \(\mathcal E_0\boldsymbol\epsilon\cos\omega t\), with \(\boldsymbol\epsilon\) a unit vector. The interaction energy is \(e\mathcal E_0\,\boldsymbol\epsilon\cdot\mathbf r\cos\omega t\). Half of the cosine, the part \(\tfrac12e^{-i\omega t}\), describes absorption. With plane waves of unit amplitude, the number of final states per unit energy and solid angle is

\[
\frac{k^2}{(2\pi)^3}\frac{dk}{d(\hbar^2k^2/2m)}=\frac{mk}{(2\pi)^3\hbar^2}.
\]

The golden rule gives the rate per unit solid angle,

\[
\frac{dW}{d\Omega}=\frac{2\pi}{\hbar}\,\frac{e^2\mathcal E_0^2}{4}\,|\boldsymbol\epsilon\cdot\mathbf M|^2\,\frac{mk}{(2\pi)^3\hbar^2}.
\]

The photon flux is the mean intensity divided by the photon energy, \(\varepsilon_0c\,\mathcal E_0^2/(2\hbar\omega)\). Dividing the rate by the flux, and using \(e^2/(\varepsilon_0c)=4\pi\alpha\hbar\),

\[
\frac{d\sigma}{d\Omega}
=\frac{\pi e^2\omega}{\varepsilon_0c}\,|\boldsymbol\epsilon\cdot\mathbf M|^2\,\frac{mk}{(2\pi)^3\hbar^2}
=4\pi^2\alpha E\,|\boldsymbol\epsilon\cdot\mathbf M|^2\,\frac{mk}{(2\pi)^3\hbar^2}.
\]

Now insert \(mE/\hbar^2=(k^2+\kappa^2)/2\). The prefactor becomes \(4\pi^2\alpha k(k^2+\kappa^2)/(16\pi^3)=\alpha k(k^2+\kappa^2)/(4\pi)\). With \(\theta\) the angle between \(\mathbf k\) and \(\boldsymbol\epsilon\),

\[
|\boldsymbol\epsilon\cdot\mathbf M|^2=\frac{64\pi^2A^2k^2\cos^2\theta}{(k^2+\kappa^2)^4}
=\frac{32\pi\kappa k^2\cos^2\theta}{(k^2+\kappa^2)^4}.
\]

Therefore

\[
\frac{d\sigma}{d\Omega}=\frac{8\alpha\,\kappa k^3}{(k^2+\kappa^2)^3}\cos^2\theta .
\]

The integral of \(\cos^2\theta\) over all directions is \(4\pi/3\), and so

\[
\sigma=\frac{32\pi}{3}\,\alpha\,\frac{\kappa k^3}{(k^2+\kappa^2)^3}.
\]

To write this in energies, use \(\kappa^2=2mB/\hbar^2\), \(k^2=2m(E-B)/\hbar^2\) and \(k^2+\kappa^2=2mE/\hbar^2\). The numerator contains two powers of \(2m/\hbar^2\) and the denominator three, which leaves a factor \(\hbar^2/2m\):

\[
\sigma(E)=\frac{16\pi}{3}\,\alpha\,\frac{\hbar^2}{m}\,\frac{B^{1/2}(E-B)^{3/2}}{E^3}.
\]

## (d) The shape of the spectrum

**Find the photon energy at which the cross section is largest, and its value there. Discuss the limits of low and high energy.**

**Answer.** The logarithmic derivative is

\[
\frac{d\ln\sigma}{dE}=\frac{3}{2(E-B)}-\frac3E=\frac{3(2B-E)}{2E(E-B)} .
\]

It is positive for \(B<E<2B\) and negative for \(E>2B\). There is one maximum, at

\[
E=2B .
\]

The ejected electron then has kinetic energy \(B\), so \(k=\kappa\), and

\[
\sigma_{\max}=\frac{32\pi}{3}\alpha\,\frac{\kappa^4}{(2\kappa^2)^3}=\frac{4\pi}{3}\,\frac{\alpha}{\kappa^2}.
\]

The peak scales as the area \(1/\kappa^2\) of the orbital, multiplied by \(\alpha\). Weaker binding gives a larger peak at lower photon energy.

A second route shows a symmetry. With \(t=k/\kappa\),

\[
\sigma=\frac{32\pi\alpha}{3\kappa^2}\,\frac{t^3}{(1+t^2)^3}=\frac{32\pi\alpha}{3\kappa^2}\,\frac{1}{(t+1/t)^3}.
\]

The cross section is unchanged when \(t\) is replaced by \(1/t\), and \(t+1/t\) has its minimum, 2, at \(t=1\).

Near threshold, \(k\ll\kappa\) and \(\sigma\approx(32\pi/3)\alpha k^3/\kappa^5\), proportional to \((E-B)^{3/2}\). One power of \(k\) comes from the density of states. The other two come from the squared p-wave amplitude, which is small over the orbital when the wavelength is long. Far above threshold, \(\sigma\approx(32\pi/3)\alpha\kappa/k^3\), which falls as \(E^{-3/2}\). This second law needs \(k\) to remain small compared with the inverse radius of the real core, because a faster electron resolves the core's structure.

## (e) The total strength

**Evaluate \(\int\sigma\,dE\) and compare it with the sum rule for one electron.**

**Answer.** Since \(dE=(\hbar^2/m)k\,dk\),

\[
\int_B^\infty\sigma\,dE=\frac{32\pi}{3}\alpha\kappa\,\frac{\hbar^2}{m}\int_0^\infty\frac{k^4\,dk}{(k^2+\kappa^2)^3}.
\]

The substitution \(k=\kappa\tan\chi\) turns the integral into \(\kappa^{-1}\int_0^{\pi/2}\sin^4\chi\,d\chi=3\pi/(16\kappa)\). The result is

\[
\int_B^\infty\sigma\,dE=2\pi^2\alpha\,\frac{\hbar^2}{m}.
\]

The sum rule follows for a local potential, of which the zero-range potential is a limit. Let \(z=\boldsymbol\epsilon\cdot\mathbf r\). Then \([z,[H,z]]=\hbar^2/m\), while its expectation value in the bound state is \(2\sum_n(E_n+B)|z_{n0}|^2\), with \(E_n\) the energy of state \(n\). Part (c) has the form \(\sigma=4\pi^2\alpha E|z|^2\) times a density of states, so the integrated absorption is \(4\pi^2\alpha\cdot\hbar^2/(2m)\), the same value. The model has no other bound state, and the whole oscillator strength of one electron lies in the detachment continuum.

## (f) Numbers

**Take \(B=0.80\) eV, with \(\hbar^2/2m=0.0381\) eV nm² and \(\alpha=1/137.0\). Find the position, height and half-maximum energies of the peak, and assess the dipole approximation.**

**Answer.** The decay constant is \(\kappa=\sqrt{0.80/0.0381}\ \text{nm}^{-1}=4.58\ \text{nm}^{-1}\), and the decay length is \(1/\kappa=0.218\) nm. The peak lies at \(E=1.60\) eV, a wavelength of 775 nm. Its height is

\[
\sigma_{\max}=\frac{4.189}{137.0\times(4.582)^2}\ \text{nm}^2=1.456\times10^{-3}\ \text{nm}^2=14.56\ \text{Mb},
\]

where 1 Mb is \(10^{-4}\) nm². This equals \(1.46\times10^{-17}\) cm².

For other energies use \(\sigma/\sigma_{\max}=8(x-1)^{3/2}/x^3\) with \(x=E/B\):

| \(E\) (eV) | \(\sigma\) (Mb) |
|---|---|
| 0.9 | 3.6 |
| 1.2 | 12.2 |
| 1.6 | 14.6 |
| 2.4 | 12.2 |
| 4.0 | 7.5 |
| 8.0 | 3.1 |

The equal values at 1.2 and 2.4 eV follow from the symmetry in (d): there \(t^2=x-1\) is \(1/2\) and 2.

At half maximum \((t+1/t)^3=16\), so \(t+1/t=2.520\). The roots are \(t=0.4935\) and \(t=2.026\), and \(E=B(1+t^2)\) gives 0.995 eV and 4.08 eV. The curve is lopsided: the lower half-maximum point lies 0.6 eV below the peak, the upper one 2.5 eV above it.

The dipole approximation drops the variation of the light's phase across the orbital. Its size is the photon wavenumber divided by \(\kappa\), which is \(1.8\times10^{-3}\) at the peak. Retardation is negligible here.

## (g) A core of finite size

**Replace the zero-range potential by a square well of radius \(R\), with its depth adjusted to keep \(B\) fixed and \(\kappa R\ll1\). Find the leading change in the height of the spectrum and the leading effect of the p-wave phase shift on the peak position.**

**Answer.** Consider the height first. Outside the well take \(u=e^{-\kappa r}\). Inside, \(u=e^{-\kappa R}\sin(qr)/\sin(qR)\), where matching slopes requires \(q\cot qR=-\kappa\). The norm integral \(N=\int_0^\infty u^2dr\) is

\[
N=e^{-2\kappa R}\left[\frac{1}{2\kappa}+\frac{1}{\sin^2qR}\left(\frac R2-\frac{\sin 2qR}{4q}\right)\right].
\]

Use \(1/\sin^2qR=1+\cot^2qR=1+\kappa^2/q^2\), and \(\sin2qR/(4q\sin^2qR)=\cot qR/(2q)=-\kappa/(2q^2)\). Then

\[
2\kappa N=e^{-2\kappa R}(1+\kappa R)\left(1+\frac{\kappa^2}{q^2}\right).
\]

For a small well \(qR\to\pi/2\), so \(\kappa^2/q^2\) is of second order in \(\kappa R\). To first order \(2\kappa N=1-\kappa R\). The zero-range value is 1, and the cross section is therefore multiplied by about

\[
\frac{1}{1-\kappa R}.
\]

The well holds less charge than the zero-range orbital would place inside \(R\), so the outer part, which absorbs, gains amplitude. While \(kR\ll1\) this factor does not depend on \(E\), and it leaves the peak where it was. It cannot hold at all energies, because the well obeys the same sum rule as in (e). Once \(kR\) is well above 1, the cross section of the well falls below the zero-range value.

A shift needs a correction that varies with energy. The well gives the p wave a phase shift \(\delta\), and outside it the radial function is \(\cos\delta\,F_0+\sin\delta\,G\), with

\[
F_0=\frac{\sin kr}{kr}-\cos kr,\qquad G=\frac{\cos kr}{kr}+\sin kr .
\]

For \(kr\ll1\) these behave as \((kr)^2/3\) and \(1/(kr)\). The outer solution near the well is then proportional to \(r^2+b/r\), with \(b=3\tan\delta/k^3\). As \(\kappa R\) and \(kR\) tend to zero, \(R\) is the one length left in the matching, because \(qR\to\pi/2\). Hence \(b\propto R^3\).

The radial dipole integrals, extended to \(r=0\), are

\[
\int_0^\infty e^{-\kappa r}rF_0\,dr=\frac{1}{k^2+\kappa^2}-\frac{\kappa^2-k^2}{(k^2+\kappa^2)^2}=\frac{2k^2}{(k^2+\kappa^2)^2},
\]

\[
\int_0^\infty e^{-\kappa r}rG\,dr=\frac{\kappa}{k(k^2+\kappa^2)}+\frac{2k\kappa}{(k^2+\kappa^2)^2}=\frac{\kappa(3k^2+\kappa^2)}{k(k^2+\kappa^2)^2}.
\]

Their ratio, multiplied by \(\tan\delta=k^3b/3\), is the relative change of the amplitude, \(\kappa b(3k^2+\kappa^2)/6\). The region \(r<R\) is treated wrongly by this extension, but its contribution is of order \(k^2R^4\), one power of \(R\) higher. The cross section changes by twice the relative change of the amplitude. With \(k^2=\kappa^2(x-1)\),

\[
\ln\sigma\to\ln\sigma+\frac{\kappa^3b}{3}(3x-2).
\]

The added slope in \(x\) is \(\kappa^3b\). The curvature of the original \(\ln\sigma\) at \(x=2\) is \(-\tfrac32+\tfrac34=-\tfrac34\). The peak therefore moves by

\[
\frac{\Delta E}{B}\approx\frac43\kappa^3b=4\tan\delta\big|_{k=\kappa}.
\]

The shift is of third order in \(\kappa R\), whereas the height changes at first order.

## (h) Reading a numerical solution

**The radial equations for the well were integrated numerically at \(B=0.80\) eV, and the peak was located from the slope of the computed cross section. Interpret the results below, and say what they imply for real negative ions.**

- \(R=0.02\) nm: \(\sigma(2B)\) is 1.097 times the zero-range value, \(\tan\delta=6.11\times10^{-5}\) at \(2B\), and the peak shift is \(2.2\times10^{-4}B\).
- \(R=0.04\) nm: the same quantities are 1.207, \(5.39\times10^{-4}\) and \(1.8\times10^{-3}B\).
- \(R=0.10\) nm: the peak is at 1.623 eV, with height 24.3 Mb.
- \(R=0.10\) nm with a polarisation tail \(-e^2a/(8\pi\varepsilon_0r^4)\) outside the well, \(a=0.0007\) nm³, the depth readjusted to keep \(B\), and the dipole operator left as \(\mathbf r\): the peak is at 1.598 eV, with height 30.9 Mb.

**Answer.** For the two small wells \(1/(1-\kappa R)\) is 1.101 and 1.224, close to the computed ratios. Doubling \(R\) multiplies the phase by 8.8 and the shift by about 8, near the factor 8 of a cubic law. The estimate \(4\tan\delta\) gives \(2.44\times10^{-4}\) and \(2.16\times10^{-3}\), which exceed the computed shifts by about a tenth and a fifth. This growing excess is consistent with the neglected term of next order in \(R\).

At \(R=0.10\) nm, \(\kappa R=0.46\) is no longer small. The first-order factor would be 1.85, while the computed peak is \(24.25/14.56=1.67\) times the zero-range height. The peak position has moved up by only 1.4%. Adding the tail alone raises the height to 2.1 times the zero-range value and puts the peak within 0.2% of \(2B\). This close agreement should not be trusted, because the calculation is incomplete. The light also polarises the core, and the field of the induced dipole acts on the electron. Outside the core this changes the dipole operator from \(\mathbf r\) to \(\mathbf r(1-a/r^3)\). This is the form far from the core, and it overstates the correction near \(R\). For a hydrogen atom, which has about this polarisability, the static induced dipole at 0.10 nm is only about half of \(ea/r^2\), and it comes within 2% of that value only near 0.26 nm. The form of the operator inside the core is not fixed by this model. If \(\mathbf r\) is kept there, the peak moves to 1.558 eV; if the inside is given no dipole contribution, it moves to 1.546 eV. In both cases the peak lies about 3% below \(2B\), and its height is about 29 Mb. A polarisable core must therefore be included in both the potential and the dipole operator.

The chosen \(B\) lies in the regime of weakly bound atomic negative ions with an outer s electron, roughly below 1 eV. The core radius and polarisability are rough values for a small, weakly polarisable core. For such a core the zero-range formula gives the peak position of these finite-core calculations to within about 3%, but its peak height is lower than theirs by a factor between 1.7 and 2.1. An alkali-metal core is far more polarisable, and these estimates do not cover it. If the ion has two equivalent s electrons, an independent-electron estimate doubles \(\sigma\). Correlation between them and excitation of the core are outside the model, and their effect has not been sized here. The result \(E=2B\) is thus a property of the zero-range limit, and the numbers above are model values, not predictions for a particular ion.
